# Roughness-Limited Mobility and the Sixth Power of Well Thickness

A transistor channel a few nanometres thick confines its electrons between two insulators. Where the channel is slightly thin, the confinement energy is high; where it is slightly thick, the energy is low. An electron moving along the film therefore meets a random potential even if the material is perfect. Confinement energy varies as the inverse square of thickness, so this potential strengthens quickly as the film is thinned. How does the mobility that it permits depend on thickness?

## The model

Let the film occupy $0<z<L+\delta(\mathbf r)$, where $\mathbf r=(x,y)$ and $L$ is the mean thickness. The wall at $z=0$ is flat, the other is rough, and both are impenetrable. The effective mass is $m_z$ across the film and $m_p$ in every in-plane direction. The displacement $\delta$ has zero mean and the autocorrelation

$$\langle\delta(\mathbf r_0)\delta(\mathbf r_0+\mathbf r)\rangle=\Delta^2e^{-r^2/\Lambda^2},\qquad \Delta\ll L. \tag{1}$$

Here $\Delta$ is the rms height and $\Lambda$ the correlation length. Only the lowest subband is occupied, scattering is taken to lowest order in $\delta$, and screening is at first omitted.

For a flat wall the lowest transverse state and its energy are

$$\phi_1=\sqrt{\frac2L}\sin\frac{\pi z}{L},\qquad E_1=\frac{\pi^2\hbar^2}{2m_zL^2},\qquad \frac{dE_1}{dL}=-\frac{\pi^2\hbar^2}{m_zL^3}. \tag{2}$$

## The potential produced by a displaced wall

It is tempting to write the potential as $(dE_1/dL)\,\delta(\mathbf r)$, on the ground that the electron adjusts to the local thickness. That argument needs $\delta$ to vary slowly. The boundary condition gives the same potential without this restriction.

Write $\psi=\psi_0+\psi_1$, with $\psi_0=e^{i\mathbf k\cdot\mathbf r}\phi_1(z)$ and $\psi_1$ of first order in $\delta$. The wavefunction vanishes on the true wall. Expanding $\psi(\mathbf r,L+\delta)=0$ to first order, with $\phi_1(L)=0$, gives

$$\psi_1(\mathbf r,L)=-\delta(\mathbf r)\,\phi_1'(L)\,e^{i\mathbf k\cdot\mathbf r}. \tag{3}$$

Inside the film $\psi_1$ obeys the Schrödinger equation at the total energy $E_{\rm tot}$. Multiply that equation by $\phi_1$, integrate over $z$, and define $a(\mathbf r)=\int_0^L\phi_1\psi_1\,dz$. The transverse term needs two integrations by parts:

$$\int_0^L\phi_1\,\partial_z^2\psi_1\,dz=\Big[\phi_1\,\partial_z\psi_1-\phi_1'\psi_1\Big]_0^L+\int_0^L\phi_1''\psi_1\,dz. \tag{4}$$

The first boundary term vanishes because $\phi_1$ is zero at both ends. The second vanishes at $z=0$, where $\psi_1=0$, but survives at $z=L$. With (3) and $\phi_1''=-(\pi/L)^2\phi_1$, the right side becomes $\phi_1'(L)^2\delta\,e^{i\mathbf k\cdot\mathbf r}-(\pi/L)^2a$. Multiplying by $-\hbar^2/2m_z$ and collecting terms,

$$\left(-\frac{\hbar^2\nabla_{\mathbf r}^2}{2m_p}+E_1-E_{\rm tot}\right)a=\frac{\hbar^2}{2m_z}\phi_1'(L)^2\,\delta(\mathbf r)\,e^{i\mathbf k\cdot\mathbf r}. \tag{5}$$

For a plane wave in two dimensions perturbed by a potential $V(\mathbf r)$, the right side of the first-order equation would be $-Ve^{i\mathbf k\cdot\mathbf r}$. Since $\phi_1'(L)^2=2\pi^2/L^3$,

$$V(\mathbf r)=-\frac{\hbar^2}{2m_z}\phi_1'(L)^2\,\delta(\mathbf r)=-\frac{\pi^2\hbar^2}{m_zL^3}\,\delta(\mathbf r)=\frac{dE_1}{dL}\,\delta(\mathbf r). \tag{6}$$

The minus sign says that a thicker place attracts the electron. No derivative of $\delta$ was discarded, so at first order (6) holds for short roughness periods as well as long ones.

A periodic wall shows this directly. Take $\delta=a_0\cos Qx$ and equal masses. The states with $k_x=\pm Q/2$ are degenerate for a flat wall, and the potential couples them with strength $|dE_1/dL|\,a_0/2$, so they split by $|dE_1/dL|\,a_0$. Diagonalizing the kinetic energy in the corrugated strip, with $a_0=0.002L$, gives a splitting of 0.9999, 1.0000 and 1.0000 times this value for $QL=1$, 3 and 6. The last period is about equal to the thickness.

## From potential to relaxation time

Let $F=|dE_1/dL|$ and let $A$ be the film area. The mean square matrix element between plane waves differing by $\mathbf q$ is $F^2S(q)/A$, where $S$ is the Fourier transform of (1):

$$S(q)=\int d^2r\,\Delta^2e^{-r^2/\Lambda^2}e^{-i\mathbf q\cdot\mathbf r}=\pi\Delta^2\Lambda^2e^{-q^2\Lambda^2/4}. \tag{7}$$

Fermi's golden rule gives the transition rate

$$W_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}\,\frac{F^2S(|\mathbf k-\mathbf k'|)}{A}\,\delta_{\rm D}(E-E'), \tag{8}$$

where $\delta_{\rm D}$ is the Dirac function and $E=\hbar^2k^2/2m_p$ is measured from $E_1$.

In a weak electric field $\mathcal E$ along $x$, let the occupation be $f+f_1$, with $f$ the Fermi function. An electron has charge $-e$, so the steady linear Boltzmann equation is

$$-e\mathcal E\,v_x\frac{\partial f}{\partial E}=-\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\left[f_1(\mathbf k)-f_1(\mathbf k')\right]. \tag{9}$$

The exclusion factors cancel because the scattering is elastic. Try $f_1=e\mathcal E\tau(E)\,v_x\,\partial f/\partial E$. If $\mathbf k$ makes an angle $\alpha$ with the field and $\mathbf k'$ an angle $\alpha+\theta$, the bracket contains $\cos\alpha-\cos\alpha\cos\theta+\sin\alpha\sin\theta$. The last term sums to zero because $W$ is even in $\theta$. The trial form therefore solves (9) if $1/\tau=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(1-\cos\theta)$. Small deflections hardly reduce the current, and the factor $1-\cos\theta$ expresses this.

Replace the sum by $A\int d^2k'/(2\pi)^2$ and use $k'dk'=(m_p/\hbar^2)\,dE'$:

$$\frac1\tau=\frac{m_pF^2}{2\pi\hbar^3}\int_0^{2\pi}S(q)(1-\cos\theta)\,d\theta,\qquad q^2=2k^2(1-\cos\theta). \tag{10}$$

With $x=k^2\Lambda^2/2$, the exponent in $S$ is $-x(1-\cos\theta)$. The modified Bessel functions satisfy $\int_0^{2\pi}e^{x\cos\theta}d\theta=2\pi I_0(x)$ and $\int_0^{2\pi}\cos\theta\,e^{x\cos\theta}d\theta=2\pi I_1(x)$. Hence

$$\frac1\tau=\frac{\pi m_pF^2\Delta^2\Lambda^2}{\hbar^3}\,g(x),\qquad g(x)=e^{-x}\left[I_0(x)-I_1(x)\right]. \tag{11}$$

Inserting $F$ from (2) gives

$$\frac1\tau=\frac{\pi^5\hbar\,m_p\Delta^2\Lambda^2}{m_z^2L^6}\,g(x). \tag{12}$$

For long electron wavelengths, $x\to0$ and $g\to1$. For $x\gg1$ scattering is confined to small angles. Then $1-\cos\theta\simeq\theta^2/2$, and a Gaussian integral gives $g\simeq x^{-3/2}/(2\sqrt{2\pi})$. At fixed $k$ the relaxation time thus varies as $\Lambda^{-2}$ in the first limit and as $\Lambda$ in the second. The thickness dependence is $L^6$ in both.

## The mobility

The current density is $-e$ times the sum of $v_xf_1$ over both spins, per unit area. Dividing by $en\mathcal E$, where $n$ is the sheet density, gives

$$\mu=\frac{2e}{n}\int\frac{d^2k}{(2\pi)^2}\,v_x^2\,\tau\left(-\frac{\partial f}{\partial E}\right). \tag{13}$$

The angular average of $v_x^2$ is $v^2/2=E/m_p$. The density of states, $m_p/\pi\hbar^2$, is constant and cancels between the current and the density, so

$$\mu=\frac e{m_p}\langle\tau\rangle,\qquad \langle\tau\rangle=\frac{\int_0^\infty E\,\tau\,(-\partial f/\partial E)\,dE}{\int_0^\infty f\,dE}. \tag{14}$$

With (12) this becomes

$$\boxed{\mu=\frac{e\,m_z^2L^6}{\pi^5\hbar\,m_p^2\Delta^2\Lambda^2}\left\langle\frac1g\right\rangle} \tag{15}$$

The average in (15) must not conceal a further dependence on $L$. With one subband,

$$n=\frac{m_pk_BT}{\pi\hbar^2}\ln\left[1+e^{(E_F-E_1)/k_BT}\right]. \tag{16}$$

Fixing $n$ and $T$ fixes $E_F-E_1$, and with it $f$ as a function of $E$. The average is then independent of $L$, and $\mu\propto L^6$ at fixed density, temperature, masses, $\Delta$ and $\Lambda$. If both walls are rough and uncorrelated, their spectra add; this changes the prefactor but not the power, provided neither spectrum depends on $L$.

## A thin tin dioxide channel

Consider a crystalline SnO$_2$ channel with the rutile $c$ axis across the film. This orientation makes the in-plane mass isotropic while leaving it different from $m_z$. Rough values are $m_z=0.23m_0$ and $m_p=0.30m_0$, with $m_0$ the free-electron mass. Take $L=4$ nm, $\Delta=0.2$ nm, $\Lambda=2$ nm, $n=3\times10^{12}$ cm$^{-2}$ and $T=300$ K.

Equation (2) gives $E_1=0.102$ eV. The next subband lies $3E_1=0.307$ eV higher, far above $k_BT=25.9$ meV. The coupling is $F=2E_1/L=51$ meV/nm, so the rms potential is $F\Delta=10$ meV.

At $E=k_BT$ the wavenumber is 0.451 nm$^{-1}$, giving $x=0.407$ and $g=0.555$. The prefactor of the relaxation time in (12) is

$$\frac{m_z^2L^6}{\pi^5\hbar m_p\Delta^2\Lambda^2}=127\ \text{fs},\qquad \tau(k_BT)=\frac{127}{0.555}\ \text{fs}=230\ \text{fs}. \tag{17}$$

Numerical integration of (14), with $E_F-E_1=10.9$ meV from (16), gives $\langle\tau\rangle=605$ fs. The average exceeds $\tau(k_BT)$ because transport favours fast electrons. Integration by parts shows that the mean energy under the weight in (14) is twice the mean kinetic energy, hence at least $2k_BT$, and $\tau$ rises with energy. The mobility is

$$\mu=\frac{e\langle\tau\rangle}{m_p}=0.35\ \text{m}^2/\text{Vs}=3.5\times10^3\ \text{cm}^2/\text{Vs}. \tag{18}$$

At $L=3$ nm, with all else fixed, it is $(3/4)^6=0.178$ times as large, or about 630 cm$^2$/Vs. At 360 K and 4 nm it is about 4400 cm$^2$/Vs: hotter electrons have larger $x$ and are deflected less by this roughness.

## What changes the sixth power

The corrections below are separate estimates for the 4 nm film, not factors to be multiplied together. The local exponent is $p=d\ln\mu/d\ln L$, evaluated numerically between thicknesses 1% below and above 4 nm.

**Finite barriers.** For barrier height $U_b$ and barrier mass $m_b$, matching the even ground state at the walls gives $k_z\tan(k_zL/2)=m_z\kappa/m_b$, where $\kappa$ is the decay constant in the barrier. For a high barrier $k_zL/2$ is slightly below $\pi/2$. Expanding the tangent there yields

$$k_z(L+b)\simeq\pi,\qquad b=\frac{2m_b}{m_z\kappa},\qquad \kappa\simeq\frac{\sqrt{2m_bU_b}}{\hbar}. \tag{19}$$

The film acts as a hard-wall well of thickness $L+b$. If the roughness varies slowly, so that $dE_1/dL$ still gives the coupling, then $\mu\propto(L+b)^6$ and $p=6L/(L+b)$. Rough values $U_b=2.5$ eV and $m_b=0.30m_0$ give $\kappa=4.4$ nm$^{-1}$ and $b=0.59$ nm. The mobility rises by $(1+b/L)^6\simeq2.3$, and $p\simeq5.2$. Solving the matching condition numerically gives the same values to these digits.

**Band bending.** The derivation of (6) also holds with a potential $U(z)$ inside the film, so the coupling remains $(\hbar^2/2m_z)\phi'(L)^2$ for the bent state $\phi$. With relative permittivity 12, a single gate beside the rough wall produces a surface field of 0.45 MV/cm in the channel. A self-consistent solution of the Schrödinger and Poisson equations gives 0.61 times the flat-well mobility and $p=4.6$. Sharing the same charge between two equal gates gives 0.91 and $p=5.7$. The value 12 is a rough average over directions. The gate field points along $c$, where the static permittivity is lower; a value of 9.6 gives 0.57 MV/cm, a factor 0.54 and $p=4.3$ for the single gate.

The single-gate case has an instructive thick-film limit. Multiply the transverse Schrödinger equation by $\phi'$ and integrate across the film. The energy term vanishes because $\phi$ is zero at both walls, leaving

$$\frac{\hbar^2}{2m_z}\left[\phi'(L)^2-\phi'(0)^2\right]=-\int_0^L\frac{dU}{dz}\phi^2\,dz=\frac{e^2n}{2\epsilon}, \tag{20}$$

where $\epsilon$ is the channel permittivity. The last step uses Gauss's law: $-dU/dz$ equals $e^2n/\epsilon$ times the fraction of charge between 0 and $z$, and that fraction averages to one half over the charge itself. Once the electrons have left the far wall, $\phi'(0)\to0$ and the coupling no longer depends on $L$. The sixth power has then disappeared, because the gate field rather than the film thickness confines the electrons. This limit assumes that only the lowest subband is occupied. At 300 K and the present density that assumption fails in a thick film: at 20 nm, roughly a quarter of the electrons are in higher subbands.

**Screening.** Mobile electrons reduce each Fourier component of $V$ by a dielectric function $\epsilon(q)$. If the charge were a sheet of zero thickness, $\epsilon(q)$ would not contain $L$ and the power would remain six. The actual charge has the form factor $\iint\phi_1^2(z)\phi_1^2(z')e^{-q|z-z'|}dz\,dz'$, which falls as $L$ grows. Screening then weakens, and so does the gain in mobility. With the static polarizability of the electron gas at 300 K and a uniform permittivity of 12, the mobility is 1.5 times the unscreened value and $p=5.9$.

**Subbands and Fermi level.** Upper subbands hold about 0.001% of the electrons at 4 nm but 7% at 8 nm, where the one-subband model is no longer secure. If $E_F$ is held at a fixed absolute energy instead of $n$ being fixed, a thicker film fills with more electrons. These are faster on average, and $p$ becomes 7.3.

**Strength of the roughness.** For slow roughness with Gaussian heights, the variance of the local level is 4% larger than the linear estimate $F^2\Delta^2$. Electrons have well-defined energies between collisions only if $\hbar$ times their total scattering rate is small compared with $k_BT$. The total rate is (10) without the factor $1-\cos\theta$. Averaged over the electrons, the ratio is 0.14 at 4 nm and 0.78 at 3 nm. The transport time would give a smaller ratio, $\hbar/(\langle\tau\rangle k_BT)=0.04$ and 0.24, because it discounts small deflections and favours fast electrons. Both ratios grow as $L^{-6}$. The golden rule is thus already doubtful at 3 nm, and the mobility quoted above for that thickness is only indicative.

## Reading the result for a device

The 3500 cm$^2$/Vs in (18) is a limit set by one mechanism, not a predicted channel mobility. Phonons alone limit SnO$_2$ at room temperature to very roughly 200 cm$^2$/Vs. Adding the reciprocals of the two mobilities, with the phonon value held independent of thickness, gives $\mu_{\rm tot}\simeq190$ cm$^2$/Vs and a local exponent $6\mu_{\rm tot}/\mu\simeq0.3$. This shortcut understates the roughness, which scatters slow electrons most. Adding the rates at each energy before averaging, with a phonon time independent of energy, gives about 184 cm$^2$/Vs and an exponent near 0.5. Either way, the total mobility of this film would hardly reveal the sixth power. With impenetrable walls the two limits become equal near 2.5 nm; with the finite barrier above they do so near 1.9 nm, because the gain from the barrier grows as the film is thinned. In both cases the energy width due to roughness at the crossing is more than twice $k_BT$, so the golden rule has failed and these thicknesses are only indicative. The assumed film is also a smooth single crystal; grain boundaries and charged defects, both omitted here, would lower the mobility further. Of the idealizations of the well examined above, the impenetrable wall changes the size of the roughness limit most, by a factor of 2.3, while a single gate changes the exponent most. Equation (15) is thus best used as a rough guide to when thinning a channel will bring roughness into play, provided that density, temperature and wall quality are kept the same.

Numerical values quoted here were computed with a short program.
